Direct flux from the opening to the bottom of a trench

A trench has straight vertical walls, width w, depth d and length L along the wafer, with L much larger than w and d. Its aspect ratio is a = d/w. Atoms arrive from above and some reach the bottom without touching a wall first. The problem is to find how many, and what this says about the film deposited there.

Three assumptions hold unless a part changes them. The flux Γ₀ (atoms per area and time) is the same everywhere on the plane of the opening and on the flat surface beside the trench, called the field. Its angular distribution follows the cosine law: the flux arriving within a solid angle dΩ, at angle θ from the surface normal, is Γ₀ cosθ dΩ/π. Inside the trench the atoms fly in straight lines without collisions.

**(a) Write the fraction of atoms that leave one surface and directly reach another as an integral. Show its reciprocity, and find the angular law in the plane of the trench cross-section.**

Let surface 1 send out atoms with the cosine law and uniform flux. An element dA₂ at distance r, whose normal makes the angle θ₂ with the line of flight, fills the solid angle cosθ₂ dA₂/r². The fraction F₁₂ that reaches surface 2, called the view factor, therefore obeys

A₁F₁₂ = ∬ cosθ₁ cosθ₂/(πr²) dA₁ dA₂.

The right side does not change when the labels are exchanged, so

A₁F₁₂ = A₂F₂₁.

This is reciprocity. For surfaces that run along a very long trench, areas are proportional to widths in the cross-section, and widths may replace areas.

For the in-plane law, describe a direction by its angle φ from the normal within the cross-section and its elevation β out of that plane. Then cosθ = cosβ cosφ and dΩ = cosβ dβ dφ. Summing over β gives

(1/π) cosφ dφ ∫ cos²β dβ = (1/π)(π/2) cosφ dφ = ½ cosφ dφ,

with β running from −π/2 to π/2. The integral of ½ cosφ over −π/2 < φ < π/2 is 1, as it must be.

**(b) Three long flat surfaces form a closed triangle in cross-section, with sides L₁, L₂ and L₃. Find F₁₂.**

A flat side does not see itself, so each atom leaving one side lands on one of the other two. Multiplying each closure sum by its side length gives

L₁F₁₂ + L₁F₁₃ = L₁,
L₂F₂₁ + L₂F₂₃ = L₂,
L₃F₃₁ + L₃F₃₂ = L₃.

Reciprocity reduces the six products to three: L₁F₁₂ = L₂F₂₁, L₁F₁₃ = L₃F₃₁ and L₂F₂₃ = L₃F₃₂. Add the first two equations and subtract the third. The products with 13 and 23 cancel, leaving 2L₁F₁₂, so that

L₁F₁₂ = (L₁ + L₂ − L₃)/2.

**(c) Use the triangle rule to find the fraction F that flies from the trench opening straight to the bottom. Interpret the result with stretched strings.**

Draw a diagonal from the right lip to the left bottom corner. Its length is s = √(w² + d²). The opening, the left wall and this diagonal form a triangle. The diagonal is imaginary, but the rule needs only geometry. A straight path from the opening to the left wall has both ends in the triangle and so stays inside it, because a triangle is convex. The fraction reaching the left wall is therefore that of the triangle:

wF_wall = (w + d − s)/2,
F_wall = [1 + a − √(1 + a²)]/2.

The right wall receives the same fraction by symmetry. What does not reach a wall reaches the bottom:

F = 1 − 2F_wall = √(1 + a²) − a.

Multiplying by w gives wF = s − d = (2s − 2d)/2. Now stretch strings between the ends of the opening and the ends of the bottom. Two crossed strings follow the diagonals, with total length 2s, and two uncrossed strings follow the walls, with total length 2d. Thus

F = (crossed − uncrossed)/(2w),

which is Hottel's crossed-string construction for this geometry.

The bottom receives Γ₀wF atoms per trench length and time over a width w. Its mean direct flux is therefore Γ₀F. The equality of the two widths is what lets one number serve both as a fraction of atoms and as a flux ratio. If every atom stays where it first lands, the film has the same density everywhere, and it is too thin to change the geometry, F is also the mean bottom film thickness divided by the field thickness, the mean bottom step coverage.

**(d) Obtain F again by following the shadow of the lips.**

An atom that enters at in-plane angle φ is displaced sideways by d tanφ by the time it reaches the depth d. For a given φ, the uniformly lit strip has width w, displaced by that amount. The part still on the bottom is the fraction 1 − a|tanφ|, as long as this is positive. The limit is φₘ = arctan(1/a). Averaging over ½ cosφ dφ, and using the equality of the two signs of φ, gives

F = ∫₀^φₘ (cosφ − a sinφ) dφ = sinφₘ − a(1 − cosφₘ).

With sinφₘ = 1/√(1 + a²) and cosφₘ = a/√(1 + a²),

F = (1 + a²)/√(1 + a²) − a = √(1 + a²) − a.

This route uses neither reciprocity nor a diagonal. It also shows which atoms count: those with in-plane angles below φₘ, with a weight that falls to zero at φₘ.

**(e) How is the direct flux distributed over the bottom and the walls?**

At a receiving point, cosθ₁ dA₁/r² is the solid angle filled by an element of the opening. The kernel of part (a) then becomes the cosine law at the receiver, and the in-plane law ½ cosφ dφ applies with φ measured from the receiver's normal. If the opening is visible between φ₁ and φ₂, the local flux is

Γ/Γ₀ = ½(sinφ₂ − sinφ₁).

For a bottom point at distance x from the left wall, the two lips give sinφ₁ = −x/√(x² + d²) and sinφ₂ = (w − x)/√((w − x)² + d²). Hence

Γ_bottom/Γ₀ = ½[x/√(x² + d²) + (w − x)/√((w − x)² + d²)].

For a wall point at depth z, the normal is horizontal. The far lip is seen at sinφ₁ = z/√(z² + w²), and the near lip lies straight up, at sinφ₂ = 1. Hence

Γ_wall/Γ₀ = ½[1 − z/√(z² + w²)].

Just below the lip the wall sees half of the sky and receives Γ₀/2. The wall flux then falls steadily with depth.

The averages provide a check. Since ∫₀ʷ x dx/√(x² + d²) = s − d, and the second bottom term gives the same integral, the bottom average is (s − d)/w = F. The wall average is

(1/d)·½[d − (s − w)] = (w + d − s)/(2d) = F_wall/a.

The division by a appears because the wall is a times as wide as the opening.

The function x/√(x² + d²) has second derivative −3d²x/(x² + d²)^(5/2), which is negative for x > 0. The bottom profile is therefore concave. By symmetry its maximum is at the centre and its minima are at the corners:

centre: ½/√(¼ + a²),
corner: ½/√(1 + a²).

**(f) Examine shallow and deep trenches, and find the greatest aspect ratio that allows a required mean coverage c.**

For small a, √(1 + a²) ≈ 1 + a²/2, so

F ≈ 1 − a + a²/2.

The loss begins linearly in a: each wall takes about a/2, because its flux is about Γ₀/2 and its height is aw.

For large a, multiply and divide F by √(1 + a²) + a:

F = 1/[√(1 + a²) + a] ≈ 1/(2a).

From the bottom, a distant opening fills the small in-plane angle w/d near the normal, and the weight there is ½. The exact denominator exceeds 2a, so 1/(2a) overestimates F. At a = 2 it gives 0.250 against 0.236, too high by 5.9 % of F; at a = 4 it gives 0.1250 against 0.1231, too high by 1.5 %.

For the design question, set c = √(1 + a²) − a, move a to the left and square:

c² + 2ac + a² = 1 + a²,
a = (1 − c²)/(2c).

The derivative dF/da = a/√(1 + a²) − 1 is negative, so this is the largest permitted a under the assumptions of the model.

**(g) Does the same fraction hold for a round hole of diameter D and depth d, with a = d/D?**

Place a sphere of radius R through the rims of the opening and the bottom. Then

R² = (D/2)² + (d/2)².

The two discs cut off two equal caps, each of height h = R − d/2 and area 2πRh. A line that joins the caps passes through both discs, and a line through both discs, when extended, meets both caps. For a fixed direction, cosθ dA is the area perpendicular to the lines, so it counts the same bundle of lines whether they are counted on a disc or on its cap. The exchange integral between the discs therefore equals that between the caps.

On the sphere, a chord of length r makes equal angles with the normals at its ends, with cosθ₁ = cosθ₂ = r/(2R). The kernel becomes the constant 1/(4πR²), and

(πD²/4)F_hole = (2πRh)²/(4πR²) = πh².

Thus

F_hole = (2h/D)² = [(2R − d)/D]² = [√(1 + a²) − a]².

The hole's fraction is the square of the trench's at the same a. In a deep hole it falls as 1/(4a²), since the view is restricted in two directions instead of one.

**(h) Extend the result to a centred bottom of width w₂ below an opening of width w₁, and to flux per solid angle proportional to cosⁿθ.**

With straight sloping walls the cross-section is a symmetric trapezium. Opposite corners are offset horizontally by (w₁ + w₂)/2, and corners on the same side by |w₁ − w₂|/2. The diagonal and wall lengths are

s = √[d² + (w₁ + w₂)²/4],
u = √[d² + (w₁ − w₂)²/4].

The triangle rule sends (w₁ + u − s)/2 to each wall, in units of width. The bottom therefore receives w₁ − (w₁ + u − s) = s − u, and its mean flux is

Γ_mean/Γ₀ = (s − u)/w₂.

For the other angular law, the substitution of part (a) gives cosⁿθ dΩ = cosⁿφ dφ · cosⁿ⁺¹β dβ. The in-plane distribution is thus proportional to cosⁿφ. The shadow argument for vertical walls becomes

Fₙ = ∫₀^φₘ cosⁿφ (1 − a tanφ) dφ / ∫₀^(π/2) cosⁿφ dφ.

For n = 2 the numerator is φₘ/2 + ½ sinφₘ cosφₘ − ½a sin²φₘ. The last two terms are each a/[2(1 + a²)] in size and cancel. The denominator is π/4, so

F₂ = (2/π) arctan(1/a).

For a deep trench this tends to 2/(πa), which is 4/π times the cosine result at the same total flux.

**(i) A thin metal liner is sputtered without a collimator into a trench 500 nm wide, 1000 nm deep and 10 000 nm long. The field film is 20 nm thick. Find the film in the trench and estimate what the model neglects.**

The aspect ratio is a = 1000/500 = 2. The crossed string is √(500² + 1000²) = 1118.03 nm long, and the uncrossed one 1000 nm, so

F = (1118.03 − 1000)/500 = 0.2361.

The mean bottom film is 0.2361 × 20 nm = 4.72 nm. The local formulas give:

- bottom centre: 0.2425 × 20 nm = 4.85 nm
- bottom corner: 0.2236 × 20 nm = 4.47 nm
- wall at the lip: 0.5 × 20 nm = 10 nm
- wall at the foot: 0.0528 × 20 nm = 1.06 nm

The mean wall film is 0.1910 × 20 nm = 3.82 nm. In the long-trench model the thinnest film is at the foot of the wall, not on the bottom. At the two ends of the real trench, the foot of a long wall sees the opening on one side only and receives half as much, about 0.5 nm. A liner that must be continuous needs a condition on these places as well as on F.

A random sample of 10⁶ cosine-law flights gave 0.2367 for the bottom. The standard error is √(0.236 × 0.764/10⁶) = 0.0004, so the difference of 0.0006 is about 1.5 standard errors.

If a mean bottom film of 3 nm is required with the same field film, c = 3/20 = 0.15 and

a = (1 − 0.0225)/0.30 = 3.26.

At a width of 500 nm this permits a depth of 1629 nm, or about 1.6 μm, for an endless trench. With the length held at 10 000 nm and the film averaged over the whole bottom, the permitted depth drops to about 1470 nm. A round hole with a = 2 would have F_hole = 0.236² = 0.056, or a mean bottom film of only 1.1 nm.

The corrections below are changes relative to F, each made with the other assumptions held fixed.

**Finite length: −6.5 %.** An atom displaced by v along the trench misses the bottom with probability |v|/L, or 1 if |v| > L, when its starting point is uniform along the length. Such atoms meet the end walls. The figure is an average over the length: halfway along the trench the flux at the bottom centre is lower by only 0.3 %, while at the ends it is halved.

**Wall taper of 1 degree: +0.4 %.** With the opening fixed, the bottom narrows to 465.1 nm. Its mean flux rises slightly because the weakly lit corners are removed, although fewer atoms arrive in total.

**Film growth: −4 to −5 % at the end of the run.** Growth of 10 nm on each lip narrows the opening to 480 nm. The raised field and bottom make the depth 1000 + 20 − 4.7 = 1015.3 nm, and the foot film leaves a bottom width of 497.9 nm. Part (h) then gives 0.2241. This value, −5.1 %, puts the narrowed aperture at the full height of the raised field and so overstates the loss. The lip grows rounded, with its widest point only about 10 nm above the original lip; an aperture there (depth about 1005 nm) gives 0.2261, or −4.2 %, and the rounded lip gives about −4.4 %. These figures concern the final rate. The accumulated film is affected about half as much, roughly −2 %, since the narrowing starts from zero.

**Incomplete sticking: +4.5 % or +41 %.** These values belong to sticking probabilities of 0.9 and 0.5, with cosine re-emission of the atoms that do not stick. They compare the bottom rate with the field rate at the same sticking probability. Atoms leaving a wall have another chance to reach the bottom, whereas those leaving the flat field are lost. F alone is then a poor measure of coverage at low sticking.

**Angular law: −16 % or +25 %.** The first value is for n = 0.5 and the second for n = 2. For the latter, F₂ = (2/π) arctan(0.5) = 0.295.

**Gas collisions: negligible inside the trench.** For argon at 3 mTorr (0.40 Pa) and 300 K, the number density is P/(k_BT) = 9.7 × 10¹⁹ m⁻³. A rough hard-sphere collision diameter of 0.35 nm gives a cross-section of 0.385 nm². For a fast atom in gas at rest, the mean free path is the inverse of their product, 27 mm. Along the 1118 nm diagonal the collision chance is about 4 × 10⁻⁵.

The pressure and film thickness are rough typical values for sputtered liners. The trench is wide compared with the smallest features of present-day chips, but the ideal result depends on a, not on w separately. In a real chamber the angular distribution depends on the target, its distance and collisions on the way to the wafer, so the cosine law is an approximation. The two laws tried here move the mean bottom film from 4.72 nm to about 4.0 nm or 5.9 nm; they are examples, not limits. A target of limited size that cuts the cosine law off at 60° from the normal gives 5.9 nm, and a cut at 45° gives 7.6 nm, for the same field film. Resputtering by energetic particles and surface diffusion are left out and have not been sized. The ideal 4.7 nm is thus a first estimate for a thin, strongly sticking film.

Numbers as computed

```
Aspect ratio a | F formula | F kernel quadrature | 1/(2a)
  0.5 | 0.618034 | 0.618034 | 1.000000
  1.0 | 0.414214 | 0.414214 | 0.500000
  2.0 | 0.236068 | 0.236068 | 0.250000
  4.0 | 0.123106 | 0.123106 | 0.125000
Trench width: 500 nm
Trench depth: 1000 nm
Trench length: 10000 nm
Flat-field film: 20 nm
Aspect ratio a: 2.00
Crossed string: 1118.03 nm
Uncrossed string: 1000.00 nm
F, opening to bottom: 0.23607
F from 1000000 random flights: 0.2367
Fraction to each wall, formula: 0.38197
Fraction to left wall, random flights: 0.3810
Local flux ratio at bottom corner: 0.2236
Local flux ratio at bottom centre: 0.2425
Local flux ratio at foot of wall: 0.0528
Mean flux ratio on wall: 0.1910
Mean bottom film: 4.72 nm
Bottom film at corner: 4.47 nm
Bottom film at centre: 4.85 nm
Wall film at lip: 10.00 nm
Wall film at foot: 1.06 nm
Mean wall film: 3.82 nm
Required mean bottom film: 3.0 nm
Required coverage: 0.150
Greatest aspect ratio: 3.258
Greatest depth at this width: 1629 nm
Round hole, F squared: 0.05573
Round hole, random flights: 0.0559
Neglected effects: mean bottom flux ratio (change from F)
  finite length: 0.2208 (-6.5 %)
  taper 1 degree, bottom 465.1 nm wide: 0.2369 (+0.4 %)
  end of run, opening 480.0 nm, depth 1015.3 nm: 0.2241 (-5.1 %)
  sticking 0.9: 0.2468 (+4.5 %)
  sticking 0.5: 0.3338 (+41.4 %)
  angular law cos^0.5: 0.1989 (-15.8 %)
  angular law cos^2.0: 0.2952 (+25.0 %)
Argon pressure: 3.0 mTorr
Gas temperature: 300 K
Hard-sphere collision diameter (rough): 0.35 nm
Mean free path: 27 mm
Collision chance along the trench diagonal: 4.2e-05
```
